# Why Many Small Pinholes Leak More Than One of Equal Area: test program

```python
"""
Result under test: N far-apart circular pinholes leak sqrt(N) times more than
one circular pinhole of equal total area when diffusion in the polymer below
controls the flow, because one hole of radius a leaks J = 4 D c0 a.
D: diffusivity in the polymer; c0: dissolved concentration at the hole mouth;
a: hole radius; t: coating thickness; h: polymer thickness; b: hole spacing.
The solvers use D = c0 = 1. The back face of the polymer is held at c = 0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipe, ellipk, j0, j1, jn_zeros, k0


def ring_solution(t_over_a, n_rings=200, n_modes=400):
    """Ring edges and ring flows for a hole of radius 1, c = 1 at its top.

    The hole is a polymer-filled channel of length t_over_a (0: no channel).
    Ring fluxes are unknowns, found by matching c at the ring centres.
    """
    edges = np.sin(np.linspace(0.0, np.pi / 2, n_rings + 1))
    mid = 0.5 * (edges[1:] + edges[:-1])
    r, disc = mid[:, None], edges[None, :]
    low, high = np.minimum(r, disc), np.maximum(r, disc)
    m = (low / high) ** 2
    potential = 4 * high * np.where(
        r < disc, ellipe(m), ellipe(m) - (1 - m) * ellipk(m))
    matrix = np.diff(potential, axis=1) / (2 * np.pi)
    if t_over_a > 0:
        lam = jn_zeros(1, n_modes)[:, None]
        ring_part = np.diff(edges * j1(lam * edges) / lam, axis=1)
        coefficient = 2 * ring_part / j0(lam) ** 2
        response = np.tanh(lam * t_over_a) / lam
        matrix = matrix + t_over_a * np.diff(edges ** 2)[None, :]
        matrix = matrix + j0(mid[:, None] * lam.T) @ (response * coefficient)
    flux = np.linalg.solve(matrix, np.ones(n_rings))
    return edges, flux * np.pi * np.diff(edges ** 2)


def disc_cells(radius):
    """Centres of unit square cells that fill a disc."""
    line = np.arange(-radius, radius) + 0.5
    x, y = np.meshgrid(line, line)
    keep = x ** 2 + y ** 2 < radius ** 2
    return x[keep], y[keep]


def cell_matrix(x, y):
    """c at each cell centre from unit flux density in each unit cell."""
    dx = np.abs(x[:, None] - x[None, :])
    dy = np.abs(y[:, None] - y[None, :])

    def corner(u, v):
        return (u * np.arcsinh(v / np.abs(u))
                + v * np.arcsinh(u / np.abs(v)))

    total = corner(dx + 0.5, dy + 0.5) - corner(dx - 0.5, dy + 0.5)
    total += corner(dx - 0.5, dy - 0.5) - corner(dx + 0.5, dy - 0.5)
    return total / (2 * np.pi)


def total_flow(matrix):
    return np.linalg.solve(matrix, np.ones(len(matrix))).sum()


def image_sum(r, h, terms=400):
    """Change of 1/r caused by the back face; last term halved."""
    result = np.zeros_like(np.asarray(r, dtype=float))
    for m in range(1, terms + 1):
        weight = 0.5 if m == terms else 1.0
        result += weight * 2 * (-1) ** m / np.sqrt(r ** 2 + (2 * m * h) ** 2)
    return result


def square_array(side, spacing):
    line = np.arange(side) * float(spacing)
    x, y = np.meshgrid(line, line)
    return x.ravel(), y.ravel()


def hole_model(x, y, a, h=None):
    """Total flow and mean neighbour influence from the hole-to-hole model."""
    r = np.hypot(x[:, None] - x[None, :], y[:, None] - y[None, :])
    distance = r.copy()
    np.fill_diagonal(distance, np.inf)
    kernel = 1 / distance
    if h is not None:
        kernel = kernel + image_sum(r, h)
    matrix = kernel / (2 * np.pi) + np.eye(len(x)) / (4 * a)
    neighbours = kernel - np.diag(np.diag(kernel))
    influence = 2 * a / np.pi * neighbours.sum(axis=1).mean()
    return total_flow(matrix), influence


# --- one disc: leak, rim share and depth profile from the boundary condition
edges, ring_flow = ring_solution(0.0)
disc_factor = ring_flow.sum()
assert abs(disc_factor / 4 - 1) < 5e-3  # finite number of rings
inner_share = ring_flow[:len(ring_flow) // 2].sum() / disc_factor
assert abs(edges[len(ring_flow) // 2] ** 2 - 0.5) < 1e-12
assert abs(inner_share - (1 - np.sqrt(0.5))) < 5e-3
density = ring_flow / (np.pi * np.diff(edges ** 2))
axis_values = []
for depth in (0.5, 1.0, 3.0):
    value = np.sum(density * np.diff(np.sqrt(edges ** 2 + depth ** 2)))
    axis_values.append(value)
    assert abs(value - 2 / np.pi * np.arctan(1 / depth)) < 5e-3

# --- polymer-filled channel: solved resistance lies between the two bounds
mean_e = quad(ellipe, 0, 1)[0]
uniform_mouth = 4 * mean_e / (2 * np.pi ** 2)
assert abs(uniform_mouth - 8 / (3 * np.pi ** 2)) < 1e-8
for ratio in (0.01, 0.1, 1.0, 10.0):
    resistance = 1 / ring_solution(ratio)[1].sum()
    lower = ratio / np.pi + 0.25
    upper = ratio / np.pi + uniform_mouth
    assert lower * (1 - 5e-3) < resistance < upper * (1 + 5e-3)

# --- 16 holes against one hole of equal area, resolved with equal cells
cell_radius, side = 6, 4
n_test = side ** 2
xs, ys = disc_cells(cell_radius)
xb, yb = disc_cells(cell_radius * side)
assert abs(len(xb) / (n_test * len(xs)) - 1) < 0.02
small_matrix = cell_matrix(xs, ys)
flow_small = total_flow(small_matrix)
flow_big = total_flow(cell_matrix(xb, yb))
test_gain, flow_ratio = {}, {}
for spacing_in_radii in (1000, 10):
    px, py = square_array(side, spacing_in_radii * cell_radius)
    x_all = (px[:, None] + xs[None, :]).ravel()
    y_all = (py[:, None] + ys[None, :]).ravel()
    flow = total_flow(cell_matrix(x_all, y_all))
    test_gain[spacing_in_radii] = flow / flow_big
    flow_ratio[spacing_in_radii] = flow / (n_test * flow_small)
    model = hole_model(px, py, cell_radius)[0] / (n_test * 4 * cell_radius)
    # coarse cells shift the effective radius by a few per cent
    assert abs(flow_ratio[spacing_in_radii] / model - 1) < 0.02
# uniform cells resolve the steep rim flux of small discs to a few per cent
assert abs(test_gain[1000] / np.sqrt(n_test) - 1) < 0.05
assert test_gain[10] < 0.8 * np.sqrt(n_test)

# --- finite polymer: images against modes, then a resolved disc
for r_over_h in (0.5, 1.0, 2.0):
    alpha = (np.arange(60) + 0.5) * np.pi
    modes = 2 * k0(alpha * r_over_h).sum()
    images = 1 / r_over_h + float(image_sum(r_over_h, 1.0))
    assert abs(images / modes - 1) < 1e-3
h_cells = 5 * cell_radius
r_cells = np.hypot(xs[:, None] - xs, ys[:, None] - ys)
film_matrix = small_matrix + image_sum(r_cells, h_cells) / (2 * np.pi)
film_ratio = total_flow(film_matrix) / flow_small
film_formula = 1 / (1 - 2 * cell_radius * np.log(2) / (np.pi * h_cells))
assert abs(film_ratio / film_formula - 1) < 0.01

# --- example: ammonia, polyethylene film, thin metal-oxide coating
n_side = 10
N = n_side ** 2
a1 = 2000.0                 # nm
a = a1 / np.sqrt(N)         # nm
t, h = 20.0, 5.0e4          # nm
b = 1.0e5                   # nm
patch = (n_side * b) ** 2   # nm^2
D = 1.0e7                   # nm^2/s, rough
sorption = 7.0e-5           # molecules/(nm^3 Torr), rough
pressure, T = 100.0, 298.0  # Torr, K
c0 = sorption * pressure
J1 = 4 * D * c0 * a1
J_each = 4 * D * c0 * a
JN = N * J_each
loschmidt = const.value("Loschmidt constant (273.15 K, 101.325 kPa)")
to_stp = 1e6 * 86400 / loschmidt / (patch * 1e-18)  # cm3(STP)/(m2 day)

one_film = hole_model(np.zeros(1), np.zeros(1), a1, h)[0]
far_film, far_influence = hole_model(*square_array(n_side, b), a, h)
near_b = 10 * a
near_film, near_influence = hole_model(*square_array(n_side, near_b), a, h)
gain_far, gain_near = far_film / one_film, near_film / one_film
assert abs(gain_far / np.sqrt(N) - 1) < 0.03
assert gain_near < 0.5 * np.sqrt(N)


def filled_gain(thickness):
    many = N * a * ring_solution(thickness / a)[1].sum()
    return many / (a1 * ring_solution(thickness / a1)[1].sum())


thick = 100 * t
gain_filled, gain_thick = filled_gain(t), filled_gain(thick)
very_thick = 1000 * thick
gain_very_thick = filled_gain(very_thick)
assert abs(gain_very_thick - 1) < 0.02

mass = (14.007 + 3 * 1.008) * const.atomic_mass
speed = np.sqrt(8 * const.k * T / (np.pi * mass)) * 1e9      # nm/s
gas_density = pressure * const.torr / (const.k * T) * 1e-27  # 1/nm^3
gas_supply = gas_density * speed / 4 * np.pi * a ** 2
supply_ratio = J_each / gas_supply
assert supply_ratio < 1e-3
bare = D * c0 * patch / h
tight_ratio = 0.01 * 4 * a1 * t / patch

print(f"Solved disc factor J/(D c0 a): {disc_factor:.4f}")
print(f"Solved flow share of outer half of hole area: {1-inner_share:.4f}")
print(f"Solved c/c0 on axis at depth a: {axis_values[1]:.4f}")
print(f"Resolved gain, 16 holes 1000 radii apart: {test_gain[1000]:.3f}")
print(f"Resolved gain, 16 holes 10 radii apart: {test_gain[10]:.3f}")
print(f"Flow per hole / lone hole, 10 radii apart: {flow_ratio[10]:.3f}")
print(f"Resolved film/half-space flow at h = 5a: {film_ratio:.4f}")
print(f"Formula for the same ratio: {film_formula:.4f}")
print(f"Number of small holes N: {N}")
print(f"Radius of single hole: {a1:.0f} nm")
print(f"Radius of each small hole: {a:.0f} nm")
print(f"Total hole area, either case: {np.pi*a1**2:.4e} nm^2")
print(f"Coating thickness: {t:.0f} nm")
print(f"Polymer thickness: {h:.0f} nm")
print(f"Spacing of small holes: {b:.0f} nm")
print(f"Patch area: {patch:.1e} nm^2")
print(f"Diffusivity (rough): {D:.1e} nm^2/s")
print(f"Sorption (rough): {sorption:.1e} molecules/(nm^3 Torr)")
print(f"Ammonia pressure: {pressure:.0f} Torr")
print(f"Temperature: {T:.0f} K")
print(f"Mouth concentration c0: {c0:.2e} molecules/nm^3")
print(f"Ideal leak, single hole: {J1:.3e} molecules/s")
print(f"Ideal leak, each small hole: {J_each:.3e} molecules/s")
print(f"Ideal leak, all small holes: {JN:.3e} molecules/s")
print(f"Single-hole leak: {J1*to_stp:.2f} cm3(STP)/(m2 day)")
print(f"Small-hole total leak: {JN*to_stp:.2f} cm3(STP)/(m2 day)")
print(f"Ideal gain: {JN/J1:.3f}")
print(f"Mean flux, single: {J1/(np.pi*a1**2):.2f} molecules/(nm^2 s)")
print(f"Mean flux, small: {J_each/(np.pi*a**2):.2f} molecules/(nm^2 s)")
print(f"Film/half-space leak, single hole: {one_film/(4*a1):.4f}")
print(f"Neighbour influence at chosen spacing: {far_influence:.5f}")
print(f"Gain with film thickness and neighbours: {gain_far:.3f}")
print(f"Crowded spacing (10 radii): {near_b:.0f} nm")
print(f"Neighbour influence when crowded: {near_influence:.3f}")
print(f"Gain when crowded: {gain_near:.3f}")
print(f"Polymer leak / gas supply, small empty hole: {supply_ratio:.2e}")
print(f"Gain, polymer-filled holes, {t:.0f} nm coating: {gain_filled:.3f}")
print(f"Gain, polymer-filled, {thick:.0f} nm coating: {gain_thick:.3f}")
print(f"Gain, filled, {very_thick:.0f} nm (limit): {gain_very_thick:.3f}")
print(f"Uncoated film leak, same patch: {bare:.3e} molecules/s")
print(f"Small-hole total / uncoated leak: {JN/bare:.5f}")
print(f"Coating/polymer permeability for 1% of J1: {tight_ratio:.2e}")
print(f"Diffusion time h^2/D: {h**2/D:.0f} s")
print("verified")
```

It prints:

```
Solved disc factor J/(D c0 a): 4.0000
Solved flow share of outer half of hole area: 0.7071
Solved c/c0 on axis at depth a: 0.5000
Resolved gain, 16 holes 1000 radii apart: 3.907
Resolved gain, 16 holes 10 radii apart: 2.584
Flow per hole / lone hole, 10 radii apart: 0.658
Resolved film/half-space flow at h = 5a: 1.0934
Formula for the same ratio: 1.0968
Number of small holes N: 100
Radius of single hole: 2000 nm
Radius of each small hole: 200 nm
Total hole area, either case: 1.2566e+07 nm^2
Coating thickness: 20 nm
Polymer thickness: 50000 nm
Spacing of small holes: 100000 nm
Patch area: 1.0e+12 nm^2
Diffusivity (rough): 1.0e+07 nm^2/s
Sorption (rough): 7.0e-05 molecules/(nm^3 Torr)
Ammonia pressure: 100 Torr
Temperature: 298 K
Mouth concentration c0: 7.00e-03 molecules/nm^3
Ideal leak, single hole: 5.600e+08 molecules/s
Ideal leak, each small hole: 5.600e+07 molecules/s
Ideal leak, all small holes: 5.600e+09 molecules/s
Single-hole leak: 1.80 cm3(STP)/(m2 day)
Small-hole total leak: 18.01 cm3(STP)/(m2 day)
Ideal gain: 10.000
Mean flux, single: 44.56 molecules/(nm^2 s)
Mean flux, small: 445.63 molecules/(nm^2 s)
Film/half-space leak, single hole: 1.0180
Neighbour influence at chosen spacing: 0.00068
Gain with film thickness and neighbours: 9.834
Crowded spacing (10 radii): 2000 nm
Neighbour influence when crowded: 1.486
Gain when crowded: 4.015
Polymer leak / gas supply, small empty hole: 9.04e-07
Gain, polymer-filled holes, 20 nm coating: 8.807
Gain, polymer-filled, 2000 nm coating: 1.683
Gain, filled, 2000000 nm (limit): 1.001
Uncoated film leak, same patch: 1.400e+12 molecules/s
Small-hole total / uncoated leak: 0.00400
Coating/polymer permeability for 1% of J1: 1.60e-09
Diffusion time h^2/D: 250 s
verified
```
